# Orbital phases and the valence-band top of a triangular molecular layer

## Problem

A flat layer of identical molecules forms a triangular lattice with one molecule per cell. Each molecule contributes one real, nondegenerate highest occupied orbital $|i\rangle$, and these orbitals are taken as orthonormal. The Hamiltonian for an electron in the layer is

$$H=\sum_i e_0|i\rangle\langle i|+\sum_{\langle ij\rangle}\left(t_{ij}|i\rangle\langle j|+t_{ji}|j\rangle\langle i|\right),\qquad t_{ij}=\langle i|H|j\rangle ,$$

where $\langle ij\rangle$ runs over nearest-neighbour pairs. The three bond vectors have length $a$ and close a triangle, $\mathbf a_1+\mathbf a_2+\mathbf a_3=0$. Their integrals $t_1,t_2,t_3$ have equal magnitude $|t|$. Holes collect at the top of this electron band, called here the hole band maximum.

1. Quantum chemistry programs return orbitals with arbitrary overall signs. Which sign built from the transfer integrals survives this freedom?
2. How does it fix the energy, number and position of the band maxima? Is equality of the magnitudes enough?
3. Find the effective masses and the density of states at the band top.
4. Evaluate the results for $a=0.70$ nm, $|t|=50$ meV and $T=300$ K, and decide which of them outlive the main simplifications.

## First estimate by scaling

Take a state with amplitude $\sigma_i=\pm1$ on every molecule, apart from normalization. Each molecule has six neighbours, so the mean energy above $e_0$ is six times the average over bonds of $t_{ij}\sigma_i\sigma_j$.

Round one triangle, each $\sigma$ occurs twice, so

$$(t_{12}\sigma_1\sigma_2)(t_{23}\sigma_2\sigma_3)(t_{31}\sigma_3\sigma_1)=t_{12}t_{23}t_{31}\equiv P .$$

If $P>0$, all three bond terms can equal $+|t|$, and the band top is estimated at $6|t|$, or 300 meV. If $P<0$, at least one of the three must be negative. The bond average is then at most $(1+1-1)|t|/3=|t|/3$, and the estimate is $2|t|$, or 100 meV.

The band varies by an energy of order $|t|$ when $k$ changes by $1/a$. Setting $\hbar^2/(ma^2)\sim|t|$ gives

$$m\sim\frac{\hbar^2}{|t|a^2}=\frac{0.0762\ \text{eV nm}^2}{0.050\ \text{eV}\times(0.70\ \text{nm})^2}\,m_e\approx3.1\,m_e$$

for either sign, since $\hbar^2/m_e=0.0762$ eV nm².

## Exact solution

### The invariant

Change the phase of every orbital, $|i'\rangle=e^{i\phi_i}|i\rangle$. Then

$$t'_{ij}=\langle i'|H|j'\rangle=e^{i(\phi_j-\phi_i)}t_{ij},$$

$$t'_{12}t'_{23}t'_{31}=e^{i(\phi_2-\phi_1+\phi_3-\phi_2+\phi_1-\phi_3)}\,t_{12}t_{23}t_{31}=P .$$

A single integral can be given either sign by reversing one orbital, but $P$ cannot.

The invariant also appears in the spectrum. The diagonal element of $(H-e_0)^3$ sums over closed walks of three steps. Because $\mathbf a_1$ and $\mathbf a_2$ are independent, three steps close only if they are $\mathbf a_1,\mathbf a_2,\mathbf a_3$ in some order, or the three reversed vectors in some order. There are $2\times3!=12$ such walks, each contributing $P$:

$$\langle(E-e_0)^3\rangle=12P .$$

No one-step walk closes, so the mean of $E-e_0$ is zero and $12P$ is the third central moment of the band. The sign of $P$ tells on which side of $e_0$ the band has its long tail.

One convention must be kept. $P$ contains three factors, so writing the Hamiltonian with $-t_{ij}$, or using hole energies (the negatives of electron energies), reverses its sign. Here $t_{ij}$ is the electron matrix element.

### What symmetry adds

To speak of crystal momentum, choose the orbitals as translated copies of one another. Suppose also that the layer has a threefold axis through each molecule. A rotation by $120^\circ$ multiplies a nondegenerate orbital by a number $\chi$ with $\chi^3=1$. For a real orbital $\chi$ is real, hence $\chi=1$. The rotation carries one bond into the next, so

$$t_1=t_2=t_3=t,\qquad P=t^3,$$

and $t$ has the sign of $P$.

The Bloch state $N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$ receives a contribution from each neighbour at $\pm\mathbf a_i$. With $\theta_i=\mathbf k\cdot\mathbf a_i$ and $\theta_1+\theta_2+\theta_3=0$,

$$E(\mathbf k)=e_0+t f(\mathbf k),\qquad f=2(\cos\theta_1+\cos\theta_2+\cos\theta_3).$$

### The maxima

Define $S=1+e^{i\theta_1}+e^{-i\theta_2}$. Multiplying by its conjugate gives three unit terms and three pairs of cross terms:

$$|S|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1+\theta_2)=3+f,$$

because $\cos(\theta_1+\theta_2)=\cos\theta_3$. Therefore $f=|S|^2-3$, and $0\le|S|\le3$ gives $-3\le f\le6$.

The upper bound requires three parallel unit vectors, so $\theta_1=\theta_2=0$: the point $\Gamma$. The lower bound requires $S=0$. Its imaginary part gives $\sin\theta_1=\sin\theta_2$, and its real part $\cos\theta_1+\cos\theta_2=-1$. Equal sines imply cosines of equal magnitude, so both cosines are $-1/2$. Hence $\theta_1=\theta_2=\pm2\pi/3$, and $\theta_3=\mp4\pi/3$ is equivalent to $\pm2\pi/3$. These are the two inequivalent zone corners $K$ and $K'$, at distance $4\pi/(3a)=5.98$ nm⁻¹ from $\Gamma$.

| | $P>0$ | $P<0$ |
|---|---|---|
| band top | $e_0+6\lvert t\rvert$ | $e_0+3\lvert t\rvert$ |
| position | $\Gamma$ | $K$ and $K'$ |

### Equal magnitudes without threefold symmetry

Let the translated orbitals have signs $(+,-,-)$, so that $P>0$. Since $-\cos\theta=\cos(\theta\pm\pi)$,

$$E-e_0=|t|\,f(\theta_1,\theta_2+\pi,\theta_3-\pi).$$

The shifted angles still sum to zero, so the top remains $6|t|$, but it lies at $(\theta_1,\theta_2,\theta_3)=(0,\pi,\pi)$ modulo $2\pi$. This is an edge midpoint $M$ of the zone.

For $(+,+,-)$, where $P<0$,

$$E-e_0=-|t|\,f(\theta_1+\pi,\theta_2-\pi,\theta_3).$$

The top is $3|t|$, reached when every shifted angle is $\pm2\pi/3$. One solution is $(-\pi/3,-\pi/3,2\pi/3)$, half of the corner vector with angles $(-2\pi/3,-2\pi/3,4\pi/3)$. The other solution is its negative. The two maxima thus lie halfway from $\Gamma$ to one opposite pair of the six corners.

The sign of $P$ therefore fixes the energy and number of the maxima for equal magnitudes. It selects between $\Gamma$ and $K$ when, in addition, the translated orbitals have three equal integrals. Diagonalizing a periodic cluster of $6\times6$ molecules for all eight sign patterns, and reading the phases from the translation operators, confirmed these energies, degeneracies and positions.

Relabelling is a different matter. In a crystal with $t_1=t_2=t_3$, reversing the orbitals in alternate rows also produces the signs $(+,-,-)$. The new basis functions are no longer translated copies, and the label of the top state moves from $\Gamma$ to $M$ while its wave function stays the same.

### Masses and density of states

Choose $\mathbf a_1=a(1,0)$ and $\mathbf a_{2,3}=a(-\tfrac12,\pm\tfrac{\sqrt3}{2})$. For a small wave vector $\mathbf q$ the cross terms cancel, and

$$\sum_i(\mathbf q\cdot\mathbf a_i)^2=a^2\left[q_x^2+2\left(\tfrac14q_x^2+\tfrac34q_y^2\right)\right]=\tfrac32a^2q^2 .$$

Near $\Gamma$, $2\cos\theta_i\simeq2-\theta_i^2$, so $f\simeq6-\tfrac32a^2q^2$. Near the corner with $\theta_i=-2\pi/3+\delta_i$, where $\delta_i=\mathbf q\cdot\mathbf a_i$,

$$2\cos\theta_i=-\cos\delta_i+\sqrt3\sin\delta_i\simeq-1+\tfrac12\delta_i^2+\sqrt3\,\delta_i .$$

The linear terms cancel because $\sum_i\delta_i=0$, leaving $f\simeq-3+\tfrac34a^2q^2$. The other corner follows by $\mathbf k\to-\mathbf k$. Equating the drop from the top to $\hbar^2q^2/2m$ gives

$$m_\Gamma=\frac{\hbar^2}{3|t|a^2},\qquad m_K=\frac{2\hbar^2}{3|t|a^2}.$$

Within energy $\varepsilon$ of the top, one valley holds $\pi q^2/(2\pi)^2$ states per area and spin, with $q^2=2m\varepsilon/\hbar^2$. The density of states is therefore $m/(2\pi\hbar^2)$ per valley. Two valleys of doubled mass make it four times larger for $P<0$ than for $P>0$ at the same $|t|$ and $a$.

### Numbers

$$m_\Gamma=\frac{0.0762}{3\times0.050\times0.70^2}\,m_e=1.04\,m_e,\qquad m_K=2.07\,m_e .$$

The densities of states are 2.17 and 8.66 eV⁻¹ nm⁻² per spin. Counting band states within 1 meV of the top on a $2400\times2400$ mesh gives 2.17 and 8.68; these counts shift by about 0.01 from one fine mesh to another.

## Comparison of the two

For $P>0$ the estimated top, 300 meV, is exact. For $P<0$ the estimate of 100 meV falls short of the exact 150 meV. A Bloch state with amplitudes $\pm1$ has all $\theta_i$ equal to 0 or $\pi$, which restricts it to $\Gamma$ and the $M$ points. For $t<0$ the better of these is $M$, with $f=-2$. At $K$ the phase turns by $120^\circ$ from molecule to molecule and shares the conflict equally among the bonds, which gains a further $|t|$. The estimated mass has the right dependence on $|t|$ and $a$, but misses the factors $1/3$ and $2/3$.

The missing 50 meV is also the height of $K$ above $M$, about twice $k_BT=25.9$ meV. Continued from $K$ to $M$, a distance $2\pi/(3a)$, the parabola would fall by $\tfrac34|t|(2\pi/3)^2=3.3|t|$, whereas the band falls by $|t|$. The parabola thus undercounts thermally accessible states there. For nondegenerate holes the true thermal sum exceeds the parabolic one by 23% at $K$, against 5% at $\Gamma$.

## Where the result bends or fails

**Overlap.** Let neighbouring orbitals have overlap $s$, site energy $h_0$ and raw matrix element $h$. The Bloch sum has norm $1+sf$, so

$$E-h_0=\frac{h_0+hf}{1+sf}-h_0=\frac{tf}{1+sf},\qquad t=h-h_0s .$$

The derivative with respect to $f$ is $t/(1+sf)^2$. While $1+sf>0$, the sign of $t$ decides, not that of $h$. With $h_0=-5.0$ eV, $s=0.012$ and $t=50$ meV, $h=50-60=-10$ meV. For these values a product of raw elements would predict the wrong maximum. They are chosen to show the possibility. In the common estimate $h=\kappa h_0s$ with $\kappa>1$, $t=(\kappa-1)h_0s$ has the same sign as $h$, and the raw product gives the right one.

**Second neighbours.** An integral $t'$ at distance $\sqrt3a$ adds $6t'$ at both $\Gamma$ and $K$, because the vectors $\mathbf a_i-\mathbf a_j$ have zero phase there modulo $2\pi$. The squared distance is three times larger, so its contribution to the energy is $t'(6-\tfrac92a^2q^2)$ near either point. Adding the nearest-neighbour curvatures replaces $t$ by $t+3t'$ in $m_\Gamma$ and $|t|$ by $|t|+6t'$ in $m_K$. For $t'=-3$ meV the masses rise to 1.26 and 3.24 $m_e$. The maximum at $\Gamma$ loses its downward curvature at $t'=-t/3=-16.7$ meV. For $P<0$, $M$ has energy $2|t|-2t'$ and overtakes $K$, at $3|t|+6t'$, when $t'<-|t|/8=-6.25$ meV. A search over the zone 2% inside and outside each limit found the change of maximum in both cases.

**Unequal magnitudes.** If all three integrals are positive, every cosine is largest at $\Gamma$, whatever the magnitudes. If all are negative and $|t_3|\ne|t_1|=|t_2|$, set $\theta_1=\theta_2=\theta$. Then $E-e_0=-4|t_1|\cos\theta-2|t_3|\cos2\theta$, and a zero derivative with $\sin\theta\ne0$ requires $\cos\theta=-|t_1|/(2|t_3|)$. This has a solution only for $|t_3|>|t_1|/2$. As $|t_3|$ falls to $|t_1|/2$ the two maxima move to $\theta=\pm\pi$ and merge, and for a weaker third integral the band has a single maximum at that $M$ point although $P<0$. A third integral 10% larger moves $\theta$ from $120^\circ$ to $117^\circ$: threefold symmetry is what keeps the maximum exactly at $K$ under small changes of the integrals.

**Real layers.** The chosen spacing and integral are rough values for high-mobility small-molecule crystals. Many of these have herringbone packing with two molecules per cell and unequal integrals, so the isotropic layer is an idealization. Threefold symmetry and a nondegenerate orbital also often exclude each other: in Hückel theory benzene, triphenylene and coronene all have a doubly degenerate highest occupied level, and the one-orbital model does not apply to them. Molecular vibrations matter too. With a reorganization energy of 150 meV and a quantum of 170 meV, $g^2=150/(2\times170)=0.44$. For independent local vibrations that are fast compared with the hole's motion, the thermally averaged transfer integral is multiplied by $e^{-g^2(2n+1)}=0.64$, where $n$ is the thermal occupation. This positive factor would reduce $|t|$ to 32 meV and leaves the sign of $P$ unchanged. Here, however, the band is $9|t|=450$ meV wide, more than the vibrational quantum, so the factor 0.64 overstates the narrowing near the band top. If slow motion gives each integral an independent Gaussian spread of 20 meV about 50 meV, one integral reverses with probability $p=0.62\%$. The product reverses when an odd number do, with probability $[1-(1-2p)^3]/2=1.8\%$.

The masses are less secure than the sign rule. Assume a mobility $\mu=10$ cm²/Vs in both cases, a high value for such crystals. With the band-edge masses, the relation $\tau=m\mu/e$ gives $\hbar/\tau=112$ meV for $P>0$ and 56 meV for $P<0$. These are rough values, because the parabola fails within thermal reach of the top, especially at $K$. Averaging the squared velocity over the true band, with the same $\tau$ for all states, gives 102 and 46 meV instead. At the thermal speed $\sqrt{2k_BT/m}$ the mean free paths are 0.55 and 0.78 nm, comparable with the spacing of 0.70 nm. The crystal momentum of a hole so scattered, measured from the valley centre, is uncertain by an amount comparable with its thermal value, and these masses should not be used to predict a mobility. The 450 meV between $\Gamma$ and $K$ exceeds both broadenings, but for $P<0$ the broadening is comparable with the 50 meV between $K$ and $M$. The remaining inputs and results are in the numerical output.

## Computed results

```
spacing a = 0.70 nm; |t| = 50.0 meV
T = 300 K; kT = 25.85 meV
hbar^2/m_e = 0.07620 eV nm^2
signs t1 t2 t3: top (meV), degeneracy, |k.a_i| (deg)
  + + +: 300.0, 1, 0 0 0
  + - -: 300.0, 1, 0 180 180
  - - -: 150.0, 2, 120 120 120
  + + -: 150.0, 2, 60 60 120
energy difference of Gamma and K = 450.0 meV
P<0: K above M by 50.0 meV
|K| = 5.984 1/nm
hole mass at Gamma, P>0 = 1.037 m_e
hole mass at K, P<0 = 2.073 m_e
edge DOS per spin, P>0 = 2.165 1/(eV nm^2)
edge DOS per spin, P<0 = 8.661 1/(eV nm^2)
counted DOS: 2.170 and 8.683 1/(eV nm^2)
thermal sum, true/parabolic: P>0 1.048, P<0 1.227
second-neighbour t' = -3.0 meV
  masses with t': Gamma 1.264, K 3.240 m_e
  limits of t': Gamma -16.67, K -6.25 meV
all t<0, |t3| = 55.0 meV: k.a1 = 117.04 deg
overlap |s| = 0.012; site energy h0 = -5.0 eV
  raw h: P>0 -10.0, P<0 10.0 meV
  top above h0: P>0 279.9, P<0 144.8 meV
lower orbital: gap 1.0 eV, coupling 30 meV
  upward push of top: P>0 24.5, P<0 7.0 meV
reorganization 150 meV; quantum 170 meV; g^2 = 0.441
  narrowing factor = 0.642; narrowed |t| = 32.1 meV
fluctuation of t: sigma = 20 meV
  chance: one t flips 0.62 %, P flips 1.84 %
assumed mobility = 10 cm2/Vs
  P>0: tau 5.89 fs, hbar/tau 111.7 meV, path 0.55 nm
  P<0: tau 11.79 fs, hbar/tau 55.8 meV, path 0.78 nm
```
